# Fine structure of hydrogen from three first-order relativistic corrections, part 1

(Sections cited here and not found follow in the second part.)

## First half: the operators and the averages they need

An electron moves in the field of a point nucleus of charge \(Z\), in units of the elementary charge. The nucleus is fixed at the origin and has no spin. Hartree atomic units are used: the electron mass, the elementary charge, \(\hbar\) and \(4\pi\varepsilon_0\) are all 1, the unit of energy is the hartree, and the speed of light is \(c=1/\alpha\), where \(\alpha\) is the fine-structure constant. The potential energy is \(V=-Z/r\). Without relativity the Hamiltonian is \(H_0=p^2/2+V\), with \(\mathbf p=-i\nabla\), and its bound levels are

\[
E_n=-\frac{Z^2}{2n^2},\qquad n=1,2,3,\dots
\]

Each level contains \(2n^2\) states, counting spin. The problem is to find how relativity shifts and splits these levels at the lowest order in \(\alpha^2\). The starting point is the Dirac equation for one electron in the potential \(V\). The quantized radiation field is left out, so the electron has the magnetic factor \(g=2\) contained in that equation.

### (a) Which operators must be added to \(H_0\)?

**Question.** For a stationary state of energy \(E\), measured from the rest energy \(c^2\), the Dirac equation couples two two-component functions \(\varphi\) and \(\chi\):

\[
(E-V)\varphi=c\,\boldsymbol\sigma\cdot\mathbf p\,\chi,\qquad
(E-V+2c^2)\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi .
\]

Here \(\boldsymbol\sigma\) is the vector of Pauli matrices. Eliminate \(\chi\) and find the Hamiltonian for a normalized two-component function, keeping terms up to \(\alpha^2\).

**Solution.** In a bound state \(E-V\) is typically of size \(Z^2\) or less, which is small compared with \(2c^2\) when \((Z\alpha)^2\ll1\). The second equation then gives

\[
\chi=\frac{c}{2c^2+E-V}\,\boldsymbol\sigma\cdot\mathbf p\,\varphi
\simeq\frac{1}{2c}\left(1-\frac{E-V}{2c^2}\right)\boldsymbol\sigma\cdot\mathbf p\,\varphi .
\]

Put this into the first equation, and use \((\boldsymbol\sigma\cdot\mathbf p)^2=p^2\) and \(1/c^2=\alpha^2\):

\[
E\varphi=\left[\frac{p^2}{2}+V-\frac{\alpha^2}{4}E\,p^2
+\frac{\alpha^2}{4}\,\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p\right]\varphi .
\]

This is not yet an ordinary eigenvalue equation, because \(E\) also stands on the right. Nor is \(\varphi\) normalized: the total probability includes \(\chi\), and to this order \(\chi=\tfrac{\alpha}{2}\boldsymbol\sigma\cdot\mathbf p\,\varphi\), so

\[
1=\langle\varphi|\varphi\rangle+\langle\chi|\chi\rangle
=\langle\varphi|\,1+\tfrac{\alpha^2}{4}p^2\,|\varphi\rangle .
\]

The function \(\psi=(1+\alpha^2p^2/8)\varphi\) has unit norm to order \(\alpha^2\), since squaring the factor doubles its correction. Conversely, \(\varphi=(1-\alpha^2p^2/8)\psi\). Insert this, multiply the equation from the left by \(1-\alpha^2p^2/8\), and drop terms in \(\alpha^4\):

\[
E\left(1-\frac{\alpha^2}{4}p^2\right)\psi=
\left[\frac{p^2}{2}+V-\frac{\alpha^2}{8}\left(p^4+p^2V+Vp^2\right)
-\frac{\alpha^2}{4}E\,p^2
+\frac{\alpha^2}{4}\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p\right]\psi .
\]

The term \(p^4\) arises because \(p^2\) multiplies \(p^2/2\) once from each side. The terms \(-\alpha^2Ep^2/4\) on the two sides cancel, and an ordinary eigenvalue equation is left, with the Hamiltonian

\[
H=\frac{p^2}{2}+V-\frac{\alpha^2}{8}p^4+\frac{\alpha^2}{8}B,\qquad
B=2\,\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p-p^2V-Vp^2 .
\]

Write \(A=\boldsymbol\sigma\cdot\mathbf p\). Since \(A^2=p^2\), the operator \(B\) is minus a double commutator:

\[
B=-\left(A^2V-2AVA+VA^2\right)=-[A,[A,V]] .
\]

The inner commutator is \([A,V]=-i\boldsymbol\sigma\cdot\mathbf g\), with \(\mathbf g=\nabla V\). For the outer one, use \((\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)\), keeping the order of the operators:

\[
[A,\boldsymbol\sigma\cdot\mathbf g]
=(\mathbf p\cdot\mathbf g-\mathbf g\cdot\mathbf p)
+i\boldsymbol\sigma\cdot(\mathbf p\times\mathbf g-\mathbf g\times\mathbf p).
\]

The first bracket is \(-i\nabla\cdot\mathbf g=-i\nabla^2V\). In the second, \(\mathbf p\times\mathbf g\) acting on a function \(f\) is \(-i\nabla\times(\mathbf gf)\). The curl of a gradient vanishes, so this equals \(-i(\nabla f)\times\mathbf g=i\,\mathbf g\times\nabla f=-\mathbf g\times\mathbf p f\). The second bracket is therefore \(-2\,\mathbf g\times\mathbf p\), and

\[
B=-(-i)\left[-i\nabla^2V-2i\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\right]
=\nabla^2V+2\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
\]

For the Coulomb potential \(\nabla V=Z\mathbf r/r^3\), so \(\nabla V\times\mathbf p=Z\mathbf L/r^3\), where \(\mathbf L=\mathbf r\times\mathbf p\). Also \(\nabla^2(1/r)=-4\pi\delta(\mathbf r)\) gives \(\nabla^2V=4\pi Z\delta(\mathbf r)\). With the spin \(\mathbf S=\boldsymbol\sigma/2\), the three corrections are

\[
H_K=-\frac{\alpha^2}{8}p^4,\qquad
H_{SO}=\frac{\alpha^2Z}{2r^3}\,\mathbf L\cdot\mathbf S,\qquad
H_D=\frac{\pi\alpha^2Z}{2}\,\delta(\mathbf r).
\]

The kinetic term \(H_K\) is the second term in the expansion of the relativistic kinetic energy, \(\sqrt{c^4+c^2p^2}-c^2=p^2/2-\alpha^2p^4/8+\dots\). The spin-orbit term \(H_{SO}\) raises the energy when spin and orbital angular momentum are parallel. The Darwin term \(H_D\) is a repulsion felt at the nucleus alone.

The expansion in \((E-V)/2c^2\) breaks down very near the nucleus, where \(Z/r\) reaches \(2c^2\). This happens at \(r=\alpha^2Z/2\), smaller than the atomic length \(1/Z\) by the factor \((Z\alpha)^2/2\). For functions that do not vanish at the origin the derivation is thus formal, and part (i) compares its outcome with energies from the unexpanded equation.

### (b) Is it enough to take expectation values?

**Question.** The level \(E_n\) is degenerate, so first-order perturbation theory requires the matrix of \(W=H_K+H_{SO}+H_D\) among its \(2n^2\) states. Find a basis in which this matrix is diagonal.

**Solution.** Let \(\mathbf J=\mathbf L+\mathbf S\). If a Hermitian operator \(A\) commutes with \(W\), and \(|a\rangle\), \(|a'\rangle\) are eigenstates of \(A\) with eigenvalues \(a\) and \(a'\), then

\[
0=\langle a|AW-WA|a'\rangle=(a-a')\langle a|W|a'\rangle .
\]

The matrix element vanishes whenever \(a\ne a'\). Three suitable operators are \(L^2\), \(J^2\) and \(J_z\):

- \(p^4\) and \(\delta(\mathbf r)\) do not change under rotations and do not contain the spin. They commute with every component of \(\mathbf L\) and of \(\mathbf S\), hence with all three operators.
- \(1/r^3\) commutes with \(\mathbf L\) and \(\mathbf S\) for the same reason.
- \(\mathbf L\cdot\mathbf S\) commutes with \(L^2\), because each component of \(\mathbf L\) does. It is a scalar product of two vectors that \(\mathbf J\) rotates together, so it commutes with \(\mathbf J\), and therefore with \(J^2\) and \(J_z\).

Let \(l\), \(j\) and \(m\) label the eigenvalues \(l(l+1)\), \(j(j+1)\) and \(m\) of \(L^2\), \(J^2\) and \(J_z\). Within one level \(n\), no two states \(|n\,l\,j\,m\rangle\) share all three labels. The matrix of \(W\) is diagonal in this basis, and the first-order shifts are the expectation values of \(W\).

The product states with definite \(L_z\) and \(S_z\) would not do in general, since \(\mathbf L\cdot\mathbf S\) contains \(L_xS_x+L_yS_y\), which moves a unit of angular momentum between orbit and spin.

Perturbation theory also needs shifts that are small compared with the distance to the other levels. The shifts are of order \(\alpha^2Z^4\) and the distances of order \(Z^2\) at low \(n\), so the condition is again \((Z\alpha)^2\ll1\).

### (c) The averages of \(1/r\) and \(1/r^2\)

**Question.** Find \(\langle1/r\rangle\) and \(\langle1/r^2\rangle\) in a state with quantum numbers \(n\) and \(l\), without using the explicit wave functions.

**Solution.** Write the spatial function as \(R(r)\) times an angular function of unit norm, and set \(u=rR\), so that \(\int_0^\infty u^2dr=1\). The radial equation is

\[
-\frac12u''+V_{\rm eff}\,u=Eu,\qquad
V_{\rm eff}=\frac{l(l+1)}{2r^2}-\frac Zr .
\]

The plan is to differentiate the energy with respect to a parameter. One of the parameters will be \(l\), so the energy is needed for values of \(l\) that are not integers. Put \(\lambda=\sqrt{-2E}\) and \(u=e^{-\lambda r}\sum_kc_k\,r^{k+l+1}\). Comparing the coefficients of \(r^{k+l}\) in \(u''=[l(l+1)/r^2-2Z/r+\lambda^2]u\) gives

\[
c_{k+1}\left[(k+l+2)(k+l+1)-l(l+1)\right]=2\left[\lambda(k+l+1)-Z\right]c_k .
\]

The series stops after \(k=n_r\) if \(\lambda=Z/(n_r+l+1)\). Nothing in this step requires \(l\) to be an integer. For each \(n_r=0,1,2,\dots\) there is a bound solution that varies smoothly with \(l\), and

\[
E=-\frac{Z^2}{2n^2},\qquad n=n_r+l+1 .
\]

Now let a parameter \(q\) in \(V_{\rm eff}\) change to \(\tilde q\), and mark the new quantities with a tilde. Multiply the new equation by \(u\), the old one by \(\tilde u\), subtract and integrate:

\[
-\frac12\Big[u\tilde u'-\tilde uu'\Big]_0^\infty
+\int_0^\infty(\tilde V_{\rm eff}-V_{\rm eff})\,u\tilde u\,dr
=(\tilde E-E)\int_0^\infty u\tilde u\,dr .
\]

The bracket vanishes at infinity, where both functions decay exponentially. At the origin each of its two terms behaves as \(r^{l+\tilde l+1}\), which also goes to zero, even for \(l=0\). Dividing by \(\tilde q-q\) and letting \(\tilde q\to q\) gives

\[
\frac{dE}{dq}=\left\langle\frac{\partial V_{\rm eff}}{\partial q}\right\rangle .
\]

First take \(q=Z\). Then \(dE/dZ=-Z/n^2\) and \(\partial V_{\rm eff}/\partial Z=-1/r\), so

\[
\left\langle\frac1r\right\rangle=\frac{Z}{n^2}.
\]

Next take \(q=l\) with \(Z\) and \(n_r\) held fixed. Then \(dn/dl=1\), so \(dE/dl=Z^2/n^3\). On the other side, \(\partial V_{\rm eff}/\partial l=(2l+1)/(2r^2)=(l+\tfrac12)/r^2\). Hence

\[
\left\langle\frac1{r^2}\right\rangle=\frac{Z^2}{n^3(l+\frac12)} .
\]

It is \(n_r\) that must be held fixed here, not \(n\). If \(n\) were held fixed, a small change of \(l\) would make \(n_r=n-l-1\) a non-integer. The series would then not stop, the solution would grow at large \(r\), and there would be no bound state at the energy \(E_n\) to compare with.

At fixed \(n\), the first average does not depend on \(l\). The second grows as \(l\) decreases, because a weaker centrifugal barrier makes it more likely to find the electron very near the nucleus.

### (d) The average of \(1/r^3\) and the density at the nucleus

**Question.** The spin-orbit term needs \(\langle1/r^3\rangle\) for \(l\ge1\), and the Darwin term needs \(R(0)^2\). Obtain both from one identity.

**Solution.** Multiply \(u''=2(V_{\rm eff}-E)u\) by \(u'\). Both sides become products with a total derivative:

\[
\frac12\frac{d}{dr}(u')^2=(V_{\rm eff}-E)\frac{d}{dr}u^2 .
\]

Integrate from 0 to infinity, by parts on the right:

\[
-\frac12u'(0)^2=\Big[(V_{\rm eff}-E)u^2\Big]_0^\infty-\int_0^\infty\frac{dV_{\rm eff}}{dr}\,u^2\,dr .
\]

The boundary term is zero. For \(l\ge1\), \(u^2\) vanishes as \(r^{2l+2}\) and \(V_{\rm eff}\) grows as \(r^{-2}\). For \(l=0\), \(u^2\) vanishes as \(r^2\) and \(V_{\rm eff}\) grows as \(r^{-1}\). Therefore

\[
\left\langle-\frac{l(l+1)}{r^3}+\frac{Z}{r^2}\right\rangle=\frac12u'(0)^2 .
\]

For \(l\ge1\) the right side is zero, since \(u\) starts as \(r^{l+1}\). The average outward centrifugal force balances the average attraction, and with the result of part (c)

\[
\left\langle\frac1{r^3}\right\rangle=\frac{Z}{l(l+1)}\left\langle\frac1{r^2}\right\rangle
=\frac{Z^3}{n^3\,l\,(l+\frac12)(l+1)} .
\]

For \(l=0\) there is no centrifugal force, and the right side takes its place. From \(u=rR\) follows \(u'(0)=R(0)\), so

\[
R(0)^2=2Z\left\langle\frac1{r^2}\right\rangle=2Z\cdot\frac{2Z^2}{n^3}=\frac{4Z^3}{n^3} .
\]

The angular function of an s state is \(1/\sqrt{4\pi}\), so the density at the nucleus is \(|\psi(0)|^2=R(0)^2/4\pi=Z^3/(\pi n^3)\). For \(l\ge1\) it vanishes.

The formula for \(\langle1/r^3\rangle\) diverges as \(l\to0\), and rightly so: in an s state \(u^2/r^3\) behaves as \(1/r\) near the origin, and its integral diverges logarithmically. Part (f) shows why this does no harm.

The three correction operators, a basis in which they are diagonal within each level, and the averages needed for their expectation values are now established. It remains to evaluate and add the shifts, apply them to the level \(n=2\), and compare the first-order results with energies from the Dirac equation itself.
